# Lanczos Convergence at the Band Edge of a Tight-Binding Chain

## The problem

An electron moves on an open chain of $N$ sites. Each site $n$ carries one orbital $|n\rangle$, the orbitals are orthonormal, and the on-site energies are zero. Neighbouring sites are coupled by a hopping energy $t>0$:

$$H=t\sum_{n=1}^{N-1}\Big(|n\rangle\langle n+1|+|n+1\rangle\langle n|\Big).$$

The Lanczos method is started from the end site, $v_1=|1\rangle$. With $\beta_0=0$, step $m$ computes

$$\alpha_m=\langle v_m|H|v_m\rangle,\qquad w_m=Hv_m-\alpha_m v_m-\beta_{m-1}v_{m-1},$$

$$\beta_m=\lVert w_m\rVert,\qquad v_{m+1}=w_m/\beta_m .$$

The run stops if $\beta_m=0$. After $k$ steps the vectors $v_1,\dots,v_k$ span the Krylov space, that is, the space spanned by $v_1,Hv_1,\dots,H^{k-1}v_1$. The Ritz values are the eigenvalues of $H$ projected onto this space. The arithmetic is taken to be exact.

1. Find the Lanczos vectors, the coefficients and all Ritz values after $k\le N$ steps.
2. Let the chain be semi-infinite, $N\to\infty$. Where is its upper band edge, and how does the distance $\Delta_k$ of the highest Ritz value from that edge depend on $k$?
3. What changes if $N$ is finite and the target is the highest eigenvalue of the finite chain?
4. For $t=0.05$ hartree, how many steps bring $\Delta_k$ below $10^{-3}$ hartree, and how many below $10^{-5}$ hartree?
5. Give the end site of the semi-infinite chain an energy $\varepsilon>t$. How fast does the highest Ritz value converge now?

The value of $t$ is a round model parameter and stands for no particular material.

## A first estimate by scaling

One application of $H$ moves amplitude by one site. The vector $H^{m}|1\rangle$ therefore reaches site $m+1$ and no further. Its amplitude there is $t^m\neq0$, because a single path of $m$ hops leads that far. Each new power thus adds a new direction, and the $k$ vectors $|1\rangle,\dots,H^{k-1}|1\rangle$ are linearly independent. They all lie in the $k$-dimensional space of the first $k$ sites, so they span that space.

The highest Ritz value is the largest energy expectation value in the Krylov space. The question is then how high an energy a state confined to $k$ sites can have. Take a normalized state with real amplitudes $c_1,\dots,c_k$ and set $c_0=c_{k+1}=0$. Its energy is $\langle H\rangle=2t\sum_n c_nc_{n+1}$. Expanding a sum of squared differences gives

$$\sum_{n=0}^{k}(c_{n+1}-c_n)^2=\sum_{n=0}^{k}c_{n+1}^2+\sum_{n=0}^{k}c_n^2-2\sum_{n=0}^{k}c_nc_{n+1}=2-\frac{\langle H\rangle}{t},$$

since each of the first two sums equals 1. Hence

$$2t-\langle H\rangle=t\sum_{n=0}^{k}(c_{n+1}-c_n)^2. \tag{1}$$

The energy is always below $2t$, and the deficit measures how much the amplitude varies from site to site. The best state is therefore as smooth as the confinement allows. If it spreads over all $k$ sites, normalization makes its amplitudes of order $k^{-1/2}$. It must rise from zero and return to zero over a length of order $k$, so neighbouring amplitudes differ by about $k^{-1/2}/k=k^{-3/2}$. Equation (1) has about $k$ terms of size $k^{-3}$:

$$\Delta_k\sim t\,k\cdot k^{-3}=\frac{t}{k^2}.$$

This fixes the power but not the prefactor. A simple trial shape supplies an estimate of the latter. Write $L=k+1$, treat the site index as a continuous variable $x$, and use the parabola $c(x)\propto x(L-x)$, which vanishes at both walls. The sum in (1), divided by the norm, becomes

$$\frac{\int_0^L (L-2x)^2dx}{\int_0^L x^2(L-x)^2dx}=\frac{L^3/3}{L^5/30}=\frac{10}{L^2}.$$

The numerator follows from the substitution $u=L-2x$. The denominator is $L^5(\tfrac13-\tfrac12+\tfrac15)=L^5/30$. The estimate is thus

$$\Delta_k\approx\frac{10\,t}{(k+1)^2}.$$

For $t=0.05$ hartree and a target $\delta$ this means $k+1\approx\sqrt{0.5\ \text{hartree}/\delta}$, which is 22.4 for $\delta=10^{-3}$ hartree and 224 for $\delta=10^{-5}$ hartree.

## The exact solution

### Lanczos vectors and coefficients

The claim is that $v_m=|m\rangle$ for all $m\le N$. It holds for $m=1$. Suppose it holds up to some $m<N$, with $\beta_{m-1}=t$ if $m>1$. Then

$$Hv_m=t|m-1\rangle+t|m+1\rangle,$$

where the first term is absent for $m=1$. This vector has no component on $|m\rangle$, so $\alpha_m=0$. Subtracting $\beta_{m-1}v_{m-1}=t|m-1\rangle$ leaves $w_m=t|m+1\rangle$. Its norm is $\beta_m=t$, and therefore $v_{m+1}=|m+1\rangle$. This completes the induction.

At the last site $H|N\rangle=t|N-1\rangle$. The subtraction then leaves nothing, so $\beta_N=0$ and the run stops after $N$ steps.

In the Lanczos basis the projected Hamiltonian is the $k\times k$ matrix

$$T_k=\begin{pmatrix}0&t&&\\ t&0&\ddots&\\ &\ddots&\ddots&t\\ &&t&0\end{pmatrix}.$$

This is the Hamiltonian of a chain cut off after site $k$. Nothing beyond site $k$ enters it. The numerical check confirms this by shifting the on-site energies beyond site 50: the matrix $T_{50}$ stays the same, and the next diagonal coefficient changes.

If $t$ were negative, the norm would give $\beta_m=|t|$, and the vectors would be $v_m=(-1)^{m-1}|m\rangle$. The Ritz values would be those for $|t|$.

### Ritz values

An eigenvector of $T_k$ with eigenvalue $\theta$ satisfies

$$c_{n-1}+c_{n+1}=\frac{\theta}{t}\,c_n,\qquad n=1,\dots,k,\qquad c_0=c_{k+1}=0.$$

The two boundary values express that the first and last rows of $T_k$ lack a neighbour. Try $c_n=\sin n\varphi$. The addition theorem gives

$$\sin(n-1)\varphi+\sin(n+1)\varphi=2\cos\varphi\,\sin n\varphi ,$$

so the recurrence holds with $\theta=2t\cos\varphi$. The condition $c_0=0$ is met automatically. The condition $c_{k+1}=0$ requires $\sin(k+1)\varphi=0$, that is, $\varphi=j\pi/(k+1)$ with integer $j$. Hence

$$\boxed{\theta_j=2t\cos\frac{j\pi}{k+1},\qquad j=1,\dots,k.}\tag{2}$$

These angles lie strictly between 0 and $\pi$, where the cosine decreases strictly, so the $k$ values are distinct. A $k\times k$ matrix has no more than $k$ eigenvalues, and the list is complete. For $k=3$ it reads $\sqrt2\,t,\,0,\,-\sqrt2\,t$, which for $t=0.05$ hartree is $0.0707,\,0,\,-0.0707$ hartree.

### The band edge and the distance from it

Equation (1) carries over to any normalized state of the semi-infinite chain if the sum runs over all $n\ge0$ and the squares are read as squared moduli. It shows that no expectation value exceeds $2t$. By (2) the highest Ritz value $\theta_1$ tends to $2t$ as $k$ grows, and each Ritz value is the energy expectation value of a state on the chain. The upper edge of the spectrum is therefore $2t$, here $0.1$ hartree or 2.72 eV.

The edge is not itself an eigenvalue. An energy equal to $2t$ would require every difference in (1) to vanish, and together with $c_0=0$ this makes all amplitudes zero. There is no normalizable edge state for the Ritz vector to settle on; it keeps spreading as $k$ grows.

With $1-\cos x=2\sin^2(x/2)$ the distance is

$$\boxed{\Delta_k=2t-\theta_1=4t\sin^2\frac{\pi}{2(k+1)}.}\tag{3}$$

On the interval $0\le x\le\pi/2$ the sine lies below its tangent at the origin, $\sin x\le x$. It is also concave there, so it lies above the chord joining its end points, $\sin x\ge 2x/\pi$. Setting $x=\pi/(2(k+1))$ gives

$$\frac{4t}{(k+1)^2}\le\Delta_k\le\frac{\pi^2t}{(k+1)^2}. \tag{4}$$

Both bounds hold for every $k\ge1$. The decay is thus neither faster nor slower than $1/k^2$. For large $k$ the upper bound becomes the leading term: from $\sin^2x= x^2-x^4/3+\dots$,

$$\Delta_k=\frac{\pi^2t}{(k+1)^2}\left[1-\frac{\pi^2}{12(k+1)^2}+\dots\right]. \tag{5}$$

Physically, $\Delta_k$ is the confinement energy of a particle in a box of $k$ sites. Each Lanczos step lengthens the box by one site.

### A finite chain

For finite $N$ the matrices $T_k$ with $k\le N$ are unchanged, but the target is now the highest eigenvalue of the $N$-site chain. Equation (2) with $k=N$ gives it as $2t\cos(\pi/(N+1))$. The error relative to this eigenvalue is

$$\Delta_{k,N}=2t\left[\cos\frac{\pi}{N+1}-\cos\frac{\pi}{k+1}\right]\approx\pi^2t\left[\frac{1}{(k+1)^2}-\frac{1}{(N+1)^2}\right], \tag{6}$$

where the last form uses $\cos x\approx1-x^2/2$ for large $k$ and $N$. The $1/k^2$ law is therefore a statement about $k\ll N$. The second term lowers the error by the fraction $(k+1)^2/(N+1)^2$, and at $k=N$ the error vanishes because the Krylov space is then the whole space.

The table gives values for $t=0.05$ hartree and $N=400$, with energies in hartree.

| $k$ | $\Delta_k$ | $(k+1)^2\Delta_k$ | $\Delta_{k,400}$ |
|---:|---:|---:|---:|
| 10 | $4.051\times10^{-3}$ | 0.4901 | $4.048\times10^{-3}$ |
| 50 | $1.897\times10^{-4}$ | 0.4933 | $1.866\times10^{-4}$ |
| 100 | $4.837\times10^{-5}$ | 0.4934 | $4.530\times10^{-5}$ |
| 200 | $1.221\times10^{-5}$ | 0.4935 | $9.145\times10^{-6}$ |
| 400 | $3.069\times10^{-6}$ | 0.4935 | 0 |

The third column approaches $\pi^2t=0.4935$ hartree from below, as (5) requires. At $k=100$ the distance from the band edge is still 1.32 meV. At $k=200$ the last column is smaller than the second by a quarter, in agreement with $(201/401)^2\approx0.25$.

### Number of steps

By the leading term of (5), $\Delta_k<\delta$ requires $k+1>\sqrt{\pi^2t/\delta}$. For the two targets,

$$\sqrt{\frac{0.49348}{10^{-3}}}=22.2,\qquad \sqrt{\frac{0.49348}{10^{-5}}}=222.1 .$$

The smallest integers $k+1$ above these values are 23 and 223, so 22 and 222 steps are needed. The step-by-step calculation gives the same counts. An error a hundred times smaller costs about ten times as many steps.

### What the residual shows

When the edge is unknown, convergence can be judged by the residual $\lVert Hu-\theta_1u\rVert$ of the normalized Ritz vector $u=\sum_n c_n|n\rangle$. For $k<N$, the action of $H$ on $u$ reproduces $\theta_1u$ on the first $k$ sites and adds the piece $t\,c_k|k+1\rangle$ that leaks out of the box. The residual is therefore $t|c_k|$.

The normalization follows from $\sin^2n\varphi=(1-\cos2n\varphi)/2$ with $\varphi=\pi/(k+1)$. Adding the vanishing term $n=0$,

$$\sum_{n=0}^{k}\sin^2n\varphi=\frac{k+1}{2}-\frac12\,\mathrm{Re}\,\frac{e^{2i(k+1)\varphi}-1}{e^{2i\varphi}-1}=\frac{k+1}{2},$$

because $e^{2i(k+1)\varphi}=e^{2\pi i}=1$. With $\sin k\varphi=\sin(\pi-\varphi)=\sin\varphi$ the residual is

$$t|c_k|=t\sqrt{\frac{2}{k+1}}\,\sin\frac{\pi}{k+1}\approx\frac{\sqrt2\,\pi t}{(k+1)^{3/2}} .$$

At $k=100$ it is $2.19\times10^{-4}$ hartree, about 4.5 times $\Delta_{100}$. Dividing the leading forms gives the ratio $\sqrt{2(k+1)}/\pi$. The exact ratio follows from $\Delta_k=4t\sin^2(\varphi/2)$ and $\sin\varphi=2\sin(\varphi/2)\cos(\varphi/2)$. It is $\tfrac12\sqrt{2/(k+1)}\,\cot(\varphi/2)$, which grows with $k$ and equals 0.97 at $k=4$ and 1.08 at $k=5$. In this model the residual thus underestimates the distance from the edge for $k\le4$ and overestimates it from $k=5$ on, increasingly so as $k$ grows.

### A level split off from the band

Now let the end site have energy $\varepsilon>t$, and define $r=t/\varepsilon<1$. The first step gives $H|1\rangle=\varepsilon|1\rangle+t|2\rangle$, so $\alpha_1=\varepsilon$ and again $w_1=t|2\rangle$. All later steps are as before. The matrix $T_k$ differs from the earlier one in its first diagonal element, which is now $\varepsilon$.

In the semi-infinite chain, try a state that decays from the end, $c_n=q^{\,n-1}$ with $0<q<1$. The equation at any site $n\ge2$ gives $E=t(q+1/q)$. The equation at site 1 gives $E=\varepsilon+tq$. The two agree if $t/q=\varepsilon$, that is, $q=r$. The energy is

$$E_b=\varepsilon+\frac{t^2}{\varepsilon},\qquad E_b-2t=\frac{(\varepsilon-t)^2}{\varepsilon}>0 .$$

The level lies above the band edge, and its state has a width that does not depend on $k$.

After $k$ steps the amplitude must vanish at site $k+1$. Above the band the suitable solution is $c_n=\sinh\kappa(k+1-n)$ with $\theta=2t\cosh\kappa$. The equation at site 1 is $\varepsilon c_1+tc_2=\theta c_1$. The recurrence, extended to define a fictitious $c_0$, reads $tc_0+tc_2=\theta c_1$. Subtracting the two gives $tc_0=\varepsilon c_1$, or

$$t\sinh\kappa(k+1)=\varepsilon\sinh\kappa k .$$

The ratio $\sinh\kappa(k+1)/\sinh\kappa k$ starts from $(k+1)/k$ at $\kappa\to0$ and grows without limit. A solution with $\kappa>0$ therefore exists once $\varepsilon/t>(k+1)/k$, which holds for large enough $k$. It is the highest Ritz value: deleting the first row and column of $T_k$ leaves a matrix with all eigenvalues below $2t$, and by the interlacing of eigenvalues $T_k$ then has at most one above $2t$.

Put $y=e^\kappa$, write out the hyperbolic sines, and divide by $ty^k/2$:

$$y-\frac1r=y^{-2k}\left(\frac1y-\frac1r\right).$$

For large $k$ the right side is small, and $y$ is close to $1/r$. Inserting $y=1/r$ on the right gives, to leading order,

$$y-\frac1r\approx r^{2k}\left(r-\frac1r\right)=-(1-r^2)\,r^{2k-1}.$$

The Ritz value is $\theta=t(y+1/y)$, with derivative $d\theta/dy=t(1-y^{-2})=t(1-r^2)$ at $y=1/r$. Multiplying the two factors,

$$\boxed{E_b-\theta\approx t\,(1-r^2)^2\,r^{2k-1}.}\tag{7}$$

For large $k$, where this leading order holds, each step multiplies the error by $r^2$, so the convergence is exponential.

For $\varepsilon=0.1$ hartree, $r=0.5$ and $E_b=0.1+0.0025/0.1=0.125$ hartree, or 3.40 eV. Formula (7) gives at $k=7$

$$0.05\times0.75^2\times0.5^{13}=3.433\times10^{-6}\ \text{hartree},$$

and the computed error is $3.435\times10^{-6}$ hartree. At $k=3$ the leading order is less accurate: it gives $8.8\times10^{-4}$ hartree where the computed error is $9.4\times10^{-4}$ hartree. Errors below $10^{-3}$ and $10^{-5}$ hartree are reached after 3 and 7 steps.

## Comparison of the estimate with the exact result

The scaling argument gave the correct power. Between $k+1=100$ and $k+1=200$ the computed distance falls with a local exponent of 1.9999, and (5) explains the small departure from 2.

The bare estimate $t/k^2$ misses the prefactor $\pi^2\approx9.87$, because it does not resolve the shape of the state. The exact amplitude is half a sine wave that fits between the walls at $n=0$ and $n=k+1$. The trial parabola resembles this half wave closely, and its prefactor 10 is 1.3% above $\pi^2$. Its predictions of 22.4 and 224 for $k+1$ compare with the exact thresholds of 22.2 and 222.1.

The estimate also shows where the $1/k^2$ law stops. It assumed that the best state fills whatever box is available. In a finite chain the box stops growing at $k=N$, and the error relative to the chain's own highest eigenvalue drops to zero there. With a split-off level the best state has a fixed width, and the cut at site $k+1$ removes a tail whose weight is of order $r^{2k}$; this is the exponential factor in (7). The same algorithm, with the same starting vector, needs 222 steps in one case and 7 in the other for an error of $10^{-5}$ hartree. The power-law convergence therefore comes from the target, a band edge without a bound state. The count of 7 belongs to $r=0.5$. As $r\to1$ the factor $r^2$ per step approaches 1, and the condition $\varepsilon/t>(k+1)/k$ is met only for $k>r/(1-r)$, so for a weakly split-off level the exponential regime sets in late. The number of steps for a fixed target grows, but it does not follow $r/(1-r)$, because $E_b-2t$ itself drops below the target. For $10^{-5}$ hartree it is 26 at $r=0.9$, 78 at $r=0.99$ and 106 at $r=0.999$. The limit is the case $\varepsilon=t$. There the condition $tc_0=\varepsilon c_1$ reads $c_0=c_1$, which $c_n=\cos(n-\tfrac12)\varphi$ satisfies. The condition $c_{k+1}=0$ then gives $\varphi=\pi/(2k+1)$, so the distance from $2t$ is about $\pi^2t/(2k+1)^2$. This is again a power law, and $2k+1>222.1$ gives 111 steps.

## Values computed for the example and the checks

```
hopping t = 0.050 hartree, sites N = 400
band edge 2t = 0.1000 hartree = 2.7211 eV
highest eigenvalue of the N-site chain = 0.09999693 hartree
Ritz values at k = 3 (hartree): -0.070711, 0.000000, 0.070711
pi^2 t = 0.493480 hartree
Table, energies in hartree (values near 1e-16 are roundoff):
k | top Ritz | edge error | (k+1)^2*edge error | finite-chain error | residual
 10 | 0.09594930 | 4.0507e-03 | 0.490135 | 4.0476e-03 | 6.0066e-03
 20 | 0.09888308 | 1.1169e-03 | 0.492561 | 1.1138e-03 | 2.2998e-03
 50 | 0.09981033 | 1.8967e-04 | 0.493324 | 1.8660e-04 | 6.0954e-04
100 | 0.09995163 | 4.8372e-05 | 0.493440 | 4.5303e-05 | 2.1882e-04
200 | 0.09998779 | 1.2214e-05 | 0.493470 | 9.1454e-06 | 7.7951e-05
400 | 0.09999693 | 3.0689e-06 | 0.493478 | 0.0000e+00 | 1.0920e-16
edge error at k = 100 = 1.3163 meV
decay exponent, k+1 from 100 to 200 = 1.99991
steps for error below 1e-03 hartree: band edge 22, split-off level 3
steps for error below 1e-05 hartree: band edge 222, split-off level 7
end-site energy eps = 0.100 hartree, r = t/eps = 0.500
split-off level E_b = 0.125000 hartree = 3.4014 eV
split-off level, k =  3: error 9.4028e-04 hartree, leading-order formula 8.7891e-04 hartree
split-off level, k =  5: error 5.5311e-05 hartree, leading-order formula 5.4932e-05 hartree
split-off level, k =  7: error 3.4353e-06 hartree, leading-order formula 3.4332e-06 hartree
split-off level, k = 10: error 5.3645e-08 hartree, leading-order formula 5.3644e-08 hartree
```
